# RMM-DIIS: finding eigenvectors by residual minimization in the iterate history, part 3

The worked example is the highest occupied orbital of ammonia, NH$_3$, a solution of $H\phi_k=\lambda_kS\phi_k$ with $\phi_k^\dagger S\phi_l=\delta_{kl}$ and $k$ counted from 0. Energies are in $E_h=27.21139$ eV. For a vector $\psi$ and shift $\varepsilon$, the residual $R=(H-\varepsilon S)\psi$ has the size

$$\rho^2[\psi;\varepsilon]=\frac{R^\dagger MR}{\psi^\dagger S\psi}. \tag{3}$$

$\rho_1$ means $M=1$, $\rho_S$ means $M=S^{-1}$. With $w_k$ the normalized weights of $\psi$ on the $\phi_k$ and $s_{\min}$ the smallest eigenvalue of $S$,

$$\rho_S^2[\psi;\varepsilon]=\sum_kw_k(\lambda_k-\varepsilon)^2 . \tag{10}$$

$$\min_k|\lambda_k-\varepsilon|\ \le\ \rho_S\ \le\ \rho_1/\sqrt{s_{\min}} . \tag{13}$$

The history $\psi_0,\dots,\psi_m$ forms the columns of $V$. At one common shift, with $P_{ij}=R_i^\dagger MR_j$ and $Q_{ij}=\psi_i^\dagger S\psi_j$, the minimum of $f(\alpha)=\rho^2[V\alpha;\varepsilon]$ is the lowest root $\mu_0$ of

$$P\alpha=\mu\,Q\alpha , \tag{7}$$

unchanged under $V\to VT$ with invertible $T$. Expanding $\alpha=\sum_ka_k\alpha^{(k)}$ in eigenvectors of (7),

$$f(\alpha)=\frac{\sum_k|a_k|^2\mu_k}{\sum_k|a_k|^2}=\mu_0+\frac{\sum_k|a_k|^2(\mu_k-\mu_0)}{\sum_k|a_k|^2}\ \ge\ \mu_0 , \tag{8}$$

If the history spans the whole space and $M=S^{-1}$,

$$\mu_0=\min_k(\lambda_k-\varepsilon)^2,\qquad\psi_{\rm new}=\text{the eigenvector of the nearest }\lambda_k . \tag{12}$$

For $S$-orthonormal $V$, $Q=1$ and $P=W^\dagger W$ has orthonormal eigenvectors $y_k$, with $W=M^{1/2}(H-\varepsilon S)V$.

Each cycle adds a correction, solves (7), and replaces $\varepsilon$ by the Rayleigh quotient $\varepsilon'$. At $\psi^\dagger S\psi=1$, for $M=S^{-1}$ and $M=1$ respectively,

$$\rho_S^2[\psi;\varepsilon']=\rho_S^2[\psi;\varepsilon]-(\varepsilon'-\varepsilon)^2 . \tag{15}$$

$$\rho_1^2[\psi;\eta]=\rho_1^2[\psi;\eta_*]+|S\psi|^2(\eta-\eta_*)^2,\qquad\eta_*=\frac{\mathrm{Re}\,(S\psi)^\dagger H\psi}{|S\psi|^2}. \tag{16}$$

For $\varepsilon'$ strictly between $\lambda_{j-1}$ and $\lambda_{j+1}$ (nearest distinct levels),

$$-\frac{\rho_S^2}{\varepsilon'-\lambda_{j-1}}\ \le\ \varepsilon'-\lambda_j\ \le\ \frac{\rho_S^2}{\lambda_{j+1}-\varepsilon'},\qquad\text{so}\qquad|\varepsilon'-\lambda_j|\le\frac{\rho_S^2}{g}, \tag{17}$$

with $g$ the smaller denominator. For interior states $\varepsilon'$ is no upper bound. Residuals $\tilde R_i$ kept at separate shifts $\varepsilon_i$ cause a defect, with $\bar\varepsilon$ the Rayleigh quotient of the combination:

$$D=\sum_i\alpha_i\tilde R_i-(H-\bar\varepsilon S)\psi=\sum_i\alpha_i(\bar\varepsilon-\varepsilon_i)S\psi_i . \tag{18}$$

Pulay's condition $\sum_i\alpha_i=1$ gives

$$\mu_P=\frac1{\mathbf 1^TP^{-1}\mathbf 1},\qquad p=\mu_P\,P^{-1}\mathbf 1 . \tag{21}$$

For $\psi_i=u+v_i$, $u^\dagger Su=1$, $u^\dagger Sv_i=0$, $Q=\mathbf 1\mathbf 1^T+\Gamma$; with $\mathbf 1^T\alpha=1$ and $\sigma=\mu_0\mathbf 1^TP^{-1}\Gamma\alpha$,

$$\alpha-p=\mu_0P^{-1}\Gamma\alpha-\sigma\,p . \tag{22}$$

This is $O(\delta^2)$ for members $O(\delta)$ from an eigenvector. With $H^0a_j=\lambda_j^0Sa_j$, $a_j^\dagger Sa_l=\delta_{jl}$ and target $t$, the correction is

$$\delta\psi=-\sum_{j\ne t}a_j\,\frac{a_j^\dagger R}{\lambda_j^0-\varepsilon}. \tag{23}$$

For two real members,

$$a=Q_{00}Q_{11}-Q_{01}^2,\qquad b=P_{00}Q_{11}+P_{11}Q_{00}-2P_{01}Q_{01},\qquad c=P_{00}P_{11}-P_{01}^2 . \tag{24}$$

$$\mu_1=\frac{b+\sqrt{b^2-4ac}}{2a},\qquad\mu_0=\frac{c}{a\mu_1}=\frac{2c}{b+\sqrt{b^2-4ac}} . \tag{25}$$

$$\frac{\alpha_1}{\alpha_0}=-\frac{P_{00}-\mu_0Q_{00}}{P_{01}-\mu_0Q_{01}} . \tag{26}$$

### The matrices

The molecule has $C_{3v}$ symmetry with a rounded geometry near equilibrium, N–H $=1.90\,a_0$ and HNH $=107.0^\circ$. A restricted Hartree–Fock calculation in the cc-pVDZ basis ($N=29$) converges to a total energy of $-56.1957\,E_h$. $H$ is the Fock matrix of the converged density, and the smallest eigenvalue of $S$ is $s_{\min}=0.02912$. $H^0$ is the Fock matrix of a starting density made by superposing atomic densities in a minimal basis. Dense diagonalization of both matrices gives the six lowest eigenvalues, in $E_h$:

| $k$ | $\lambda_k$ | $\lambda_k^0$ |
|---|---|---|
| 0 | $-15.53348$ | $-15.64874$ |
| 1 | $-1.13482$ | $-1.41947$ |
| 2, 3 | $-0.61965$ | $-0.58531$ |
| 4 | $-0.41834$ | $-0.32611$ |
| 5 | $0.18831$ | $0.12207$ |

The states are $1a_1$, $2a_1$, the degenerate $1e$ pair, the lone pair $3a_1$, and the lowest empty orbital. The target is $k=4$. The many digits below describe the solution of this fixed matrix problem; as statements about the molecule, Hartree–Fock orbital energies in this basis deserve far fewer. In the larger aug-cc-pVTZ basis, at the same geometry, the occupied levels move by $0.006$ to $0.012\,E_h$ (the lone pair to $-0.429\,E_h$), while the lowest empty level drops from $0.188$ to $0.030\,E_h$, so its value in the table is set by the basis and not by the molecule. The total energy falls by $0.025\,E_h$, to $-56.2207\,E_h$.

### The first step by hand

The start is $\psi_0=a_4$, with Rayleigh quotient $\varepsilon_0=-0.4182700\,E_h$ in the matrix $H$. The correction (23) with $t=4$ gives $\delta\psi$, and the history is $\psi_0$, $\psi_1=\psi_0+\delta\psi$. With $M=1$ and the common shift $\varepsilon_0$,

$$P_{00}=1.6159971\times10^{-3},\quad P_{01}=2.5672996\times10^{-4},\quad P_{11}=1.1517784\times10^{-4}\quad(E_h^2),$$

$$Q_{00}=1,\qquad Q_{01}=1,\qquad Q_{11}=1.00082311 .$$

The pattern of $Q$ follows from (23): $\delta\psi$ has no component on $a_4=\psi_0$, so $\psi_0^\dagger S\delta\psi=0$, $Q_{01}=Q_{00}=1$ and $Q_{11}=1+\delta\psi^\dagger S\delta\psi$. The members have $\rho_1=\sqrt{P_{00}/Q_{00}}=4.01995\times10^{-2}\,E_h$ and $\sqrt{P_{11}/Q_{11}}=1.07277\times10^{-2}\,E_h$.

From (24), $a=Q_{11}-1=8.23109\times10^{-4}$, where the last digit comes from the unrounded $Q_{11}$. Next,

$$b=(1.6173272+0.1151778-0.5134599)\times10^{-3}=1.219045\times10^{-3}\,E_h^2,$$

$$c=(1.8612706-0.6591027)\times10^{-7}=1.202168\times10^{-7}\,E_h^4 .$$

Then $b^2=1.486071\times10^{-6}$, $4ac=3.95806\times10^{-10}$, the square root of the difference is $1.218883\times10^{-3}$, and $b+\sqrt{b^2-4ac}=2.437928\times10^{-3}$. By (25),

$$\mu_0=\frac{2.404336\times10^{-7}}{2.437928\times10^{-3}}=9.86221\times10^{-5}\,E_h^2,\qquad\mu_1=\frac{2.437928\times10^{-3}}{1.646218\times10^{-3}}=1.480927\,E_h^2 .$$

The minimal residual is $\sqrt{\mu_0}=9.93087\times10^{-3}\,E_h$. The same minimum, $9.86221\times10^{-5}\,E_h^2$, is found without $P$ and $Q$ by evaluating (3) on the 29-component vectors $\cos\theta\,\psi_0+\sin\theta\,\delta\psi/\sqrt a$ over a grid of angles and refining the best one by a bounded one-dimensional search. From (26),

$$\frac{\alpha_1}{\alpha_0}=-\frac{1.6159971\times10^{-3}-0.0986221\times10^{-3}}{2.5672996\times10^{-4}-0.9862210\times10^{-4}}=-\frac{1.5173750\times10^{-3}}{1.5810786\times10^{-4}}=-9.59709,$$

and scaling to unit sum, $\alpha_0=1/(1-9.59709)=-0.116318$ and $\alpha_1=1.116318$.

### The negative weight

With unit sum, $\alpha_0\psi_0+\alpha_1\psi_1=\psi_0+\alpha_1\delta\psi$. The weight $\alpha_1=1.116$ says that, to minimize $\rho_1$, the correction should be taken 11.6% longer than (23) gives it, and the negative $\alpha_0$ is the same statement. The Pulay form shows the condition. For a $2\times2$ matrix $P^{-1}\mathbf 1=(P_{11}-P_{01},\,P_{00}-P_{01})^T/c$, so

$$p_0=\frac{P_{11}-P_{01}}{P_{00}-2P_{01}+P_{11}}=\frac{-1.4155212\times10^{-4}}{1.2177150\times10^{-3}}=-0.116244,\qquad p_1=1.116244 .$$

The denominator is $|R_0-R_1|^2>0$, so $p_0<0$ exactly when $P_{01}>P_{11}$, that is $R_1^T(R_0-R_1)>0$. Along the line $\psi_0+t\,\delta\psi$ the residual is $R_0-t(R_0-R_1)$, and the derivative of its squared length at $t=1$ is $-2R_1^T(R_0-R_1)$. It is negative here, so the residual is still falling at the end of the Newton step. The size of the overshoot depends on the metric as well as on $H^0$: along the same line $\rho_S$ is smallest at $t=1.010$, and the normalized overlap with $\phi_4$ is largest at $t=1.055$.

### Comparison with the Pulay weights

The difference $\alpha_0-p_0=-0.1163185+0.1162440=-7.45\times10^{-5}$ follows from (22), which applies with $u=\psi_0$ and $\Gamma=\mathrm{diag}(0,a)$. Here $\Gamma\alpha=(0,a\alpha_1)^T$ and the second column of $P^{-1}$ is $(-P_{01},P_{00})^T/c$. The prefactor is $\mu_0a\alpha_1/c=0.7538\,E_h^{-2}$, so $\mu_0P^{-1}\Gamma\alpha=(-1.935\times10^{-4},\,1.2181\times10^{-3})^T$, with sum $\sigma=1.0246\times10^{-3}$. The first component of (22) is $-1.935\times10^{-4}+1.0246\times10^{-3}\times0.116244=-7.44\times10^{-5}$, in agreement to the rounding of the inputs. The small parameter is $a=8.2\times10^{-4}$, in the role of $\delta^2$. The cost in the ratio is of second order in $\alpha-p$, because $f$ is stationary at $\alpha$: $\mu_P=c/(1.2177150\times10^{-3})=9.87233\times10^{-5}$ and $f(p)=\mu_P/(1+ap_1^2)=9.87233\times10^{-5}/1.0010256=9.8622\times10^{-5}\,E_h^2$, equal to $\mu_0$ in these five figures.

### Rayleigh quotients and separate shifts

The new vector has $\varepsilon_1=-0.4183300\,E_h$, above the exact $-0.4183387\,E_h$. The uncombined Newton vector $\psi_1$ has Rayleigh quotient $-0.4183638\,E_h$, which lies $2.5\times10^{-5}\,E_h$ below the exact eigenvalue. This is allowed by the remark after (17): for an interior state a lower energy does not mean a smaller energy error, and $\psi_1$ has the lower energy, the larger energy error and the larger $\rho_1$. Which of the two vectors is better depends on the measure. One minus the squared normalized overlap with $\phi_4$ is $5.20\times10^{-5}$ for $\psi_1$ and $5.26\times10^{-5}$ for the combination, so by that measure the two are nearly equal and $\psi_1$ is slightly closer.

If $\psi_0$ and $\psi_1$ keep their own shifts, which differ by $9.4\times10^{-5}\,E_h$, the lowest root predicts a residual of $9.93270\times10^{-3}\,E_h$, while the resulting vector has the true residual $9.93203\times10^{-3}\,E_h$ at its Rayleigh quotient. The discrepancy is $7\times10^{-5}$ relative to the true value. It is the defect (18), harmless here because the start vector is already close.

### The iteration

The cycle is repeated with $M=1$, the full history kept, each new correction $S$-orthonormalized to the history by two Gram–Schmidt passes, and (7) solved by a dense symmetric eigensolver. The residuals listed are evaluated from the full vector. Step $n$ lists $\rho_1$ of the new vector at the old shift $\varepsilon_{n-1}$ and at the new shift $\varepsilon_n$, the error of $\varepsilon_n$ with respect to $\lambda_4$ from dense diagonalization, and the bound $\rho_S^2/g$ of (17) for the same vector, all in $E_h$.

| $n$ | $\rho_1$ old | $\rho_1$ new | $\varepsilon_n-\lambda_4$ | bound |
|---|---|---|---|---|
| 0 | | 4.020e-2 | 6.87e-5 | 4.63e-3 |
| 1 | 9.931e-3 | 9.932e-3 | 8.72e-6 | 1.87e-4 |
| 2 | 8.833e-4 | 8.846e-4 | 6.10e-7 | 5.09e-6 |
| 3 | 1.775e-5 | 1.789e-5 | 6.70e-10 | 5.43e-9 |
| 4 | 4.606e-7 | 4.607e-7 | 3.41e-13 | 2.17e-12 |
| 5 | 9.321e-9 | 9.321e-9 | 5e-16 | 1e-15 |

Step 1, done with an orthonormal history, reproduces the hand result $9.931\times10^{-3}\,E_h$, as invariance under $V\to VT$ requires. The final energy is $-0.41833873\,E_h$, the same in all eight decimals as the dense value, or $-11.38$ eV. The energy error in the last row is at the level of double-precision rounding and carries no information beyond that; the bound beside it, computed from a squared residual and not from a difference of energies, is not limited in this way. The residual falls by factors of about 4, 11, 49, 39 and 49; the derivation guarantees no rate.

In steps 1 to 4 the shift update raises $\rho_1$, by up to 0.8% of its value (step 3, $1.775\to1.789\times10^{-5}$). For $M=S^{-1}$ this is excluded by (15). For $M=1$, (16) says what it means: in these steps the old shift was nearer the vertex $\eta_*$ than the Rayleigh quotient is. The rise is far smaller than the gain from the next direction. The same calculation run with $M=S^{-1}$, where the residual is monotone, needs six steps to reach $\rho_S<10^{-8}\,E_h$ against five for $\rho_1<10^{-8}\,E_h$. The two counts refer to different norms. Measured in $\rho_S$ both runs need six steps: after step 5, $\rho_S$ is $1.47\times10^{-8}\,E_h$ for $M=1$ and $1.39\times10^{-8}\,E_h$ for $M=S^{-1}$. In this example the choice of metric hardly changes the speed.

The energy error stays below the bound (17) but is not proportional to it: in steps 0 to 4 the bound exceeds the error by factors of about 67, 21, 8, 8 and 6.

### The bounds at the start

For $\psi_0$, $\rho_S=3.0533\times10^{-2}\,E_h$ and $\rho_1/\sqrt{s_{\min}}=4.01995\times10^{-2}/0.17065=0.2356\,E_h$. The nearest other eigenvalue is the $1e$ pair, at $g=0.61965-0.41827=0.20138\,E_h$. The interval $\varepsilon_0\pm\rho_S$ of (13) contains $\lambda_4$ alone. The interval from the plain norm is wider than $g$ and contains the $1e$ pair too, so by itself it does not identify the state. Symmetry does: $\psi_0$ is totally symmetric and has no $1e$ component, and $\lambda_4$ is the only totally symmetric level in the interval.

With $\rho_S^2=9.3224\times10^{-4}\,E_h^2$, from the unrounded $\rho_S$, the two sides of (17) are $-9.3224\times10^{-4}/0.20138=-4.63\times10^{-3}$ and $9.3224\times10^{-4}/(0.18831+0.41827)=+1.54\times10^{-3}\,E_h$. The actual error, $+6.87\times10^{-5}\,E_h$, is 22 times smaller than the upper limit. The derivation shows when the upper limit is reached: only if $w_k(\lambda_k-\lambda_4)(\lambda_k-\lambda_5)=0$ for all $k$, so that all the admixture is in $\lambda_5$. The slack means that much of the variance $\rho_S^2$ comes from states below $\lambda_4$ or above $\lambda_5$.

### Selection of the nearest state

Started from $a_1$ with $t=1$, the same cycle converges in five steps to $-1.13481715\,E_h$, or $-30.88$ eV, the $2a_1$ eigenvalue, again with no orthogonalization to the state below it. Equation (12) can be seen directly by taking all 29 basis vectors as the history, $M=S^{-1}$ and $\varepsilon=-1.0\,E_h$. The distances to $\lambda_0$, $\lambda_1$ and $\lambda_2$ are $14.533$, $0.13482$ and $0.38035\,E_h$. The lowest root gives $\rho_S=0.134817\,E_h=|\lambda_1-\varepsilon|$, and its vector is $\phi_1$.

## Rounding in the small problem

Since $P=W^\dagger W$ for an orthonormal history, the roots span the square of the range of the residual lengths. Rounding perturbs $P$ by a matrix $E$ whose size is roughly the unit roundoff, about $10^{-16}$, times the largest root. First-order perturbation theory for a Hermitian matrix gives the change $y_0^\dagger Ey_0$ in $\mu_0$ and the change $\sum_{k>0}y_k\,(y_k^\dagger Ey_0)/(\mu_0-\mu_k)$ in its eigenvector. In the example the largest root is $1.48\,E_h^2$ already for two members, and at fixed shift a maximum over a larger space cannot be smaller. The last residual, $9.3\times10^{-9}\,E_h$, has the square $8.7\times10^{-17}\,E_h^2$, below this estimate of the error of $\mu_0$, so the computed root can no longer be relied on as a measure of convergence, and nothing prevents it from coming out negative. The estimate is an order of magnitude and is pessimistic here: at step 5 the computed root still agrees with the squared residual to a few per cent, but one further step lowers the squared residual to $4.6\times10^{-21}\,E_h^2$ while the computed root stays near $10^{-18}\,E_h^2$.

The eigenvector is not harmed in the same way, because its error is $|E|/(\mu_1-\mu_0)$ and $\mu_1$ does not tend to zero for a nondegenerate target. For $M=S^{-1}$, the plane spanned by $V\alpha^{(0)}$ and $V\alpha^{(1)}$ contains a vector with zero coefficient on the nearest eigenvector, this being one linear condition on two unknowns. By (10) that vector has $\rho_S^2\ge g^2$, with $g$ the distance from $\varepsilon$ to the second nearest eigenvalue, and by (8) every vector in the plane has $\rho_S^2\le\mu_1$. Hence $\mu_1\ge g^2$, about $0.04\,E_h^2$ for the lone pair. For $M=1$ the same argument with $\rho_1^2\ge s_{\min}\rho_S^2$ gives $\mu_1\ge s_{\min}g^2$. The residual is therefore to be evaluated from the new vector, $\sum_i\alpha_iR_i$, or obtained as the smallest singular value of $W$, which avoids the squaring.
